# The specific mass shift in terms of Vinti integrals, part 3

The specific mass shift of an atom with nuclear mass $M$ and electron mass $m$ is the expectation value of

$$H_{\rm SMS}=\frac1M\sum_{i<j}\mathbf p_i\cdot\mathbf p_j=-\frac{\hbar^2}{M}\sum_{i<j}\nabla_i\cdot\nabla_j .\tag{1}$$

With $T$ the electronic kinetic energy, the normal mass term is $(m/M)\langle T\rangle$, and $E_{\rm SMS}\ge-(m/M)\langle T\rangle$.

Statement (A): for orbitals $r^{-1}P_{nl}(r)Y_{lm}$,

$$\langle nlm|\nabla_q|n'l'm'\rangle=V(nl,n'l')\,\langle lm|C^1_q|l'm'\rangle ,\tag{2}$$

where $C^1_q=\sqrt{4\pi/3}\,Y_{1q}$, $V(nl,n'\,l{-}1)=+J$, $V(n'\,l{-}1,nl)=-J$, and the Vinti integral is

$$J(nl,n'\,l{-}1)=\int_0^\infty P_{nl}\left(\frac{d}{dr}-\frac lr\right)P_{n'\,l-1}\,dr .\tag{3}$$

Statement (B): matrix elements of (1) follow from the $k=1$ Coulomb part by

$$R^1(ab,cd)\;\to\;-\frac{\hbar^2}{M}\,V(a,c)\,V(b,d),\tag{4}$$

with $R^1$ the Coulomb radial integral with kernel $r_</r_>^2$. For exchange, $G^1(a,b)=R^1(ab,ba)\to+(\hbar^2/M)J^2$; for the double step, $R^1(ss,pp)\to-(\hbar^2/M)J^2$.

With shell occupations $w$, the configuration average is

$$E_{\rm SMS}^{\rm av}=-\frac{\hbar^2}{M}\sum_{l_a=l_b+1}w_aw_b\,\frac{l_a}{2(4l_a^2-1)}\,J(a,b)^2 ,\tag{5}$$

with factors $1/6$ for $sp$ and $1/15$ for $pd$. It is exact for every term of a configuration with a single open shell if the terms share radial functions. A single determinant has

$$E_{\rm SMS}=-\frac{\hbar^2}M\sum_{a<b}\delta_{s_as_b}\,c^1(a,b)^2J^2 ,\tag{14}$$

over spin-orbital pairs with $|l_a-l_b|=1$, where $s_a$ is the spin and $c^1(a,b)$ the matrix element of $C^1_{m_a-m_b}$.

For $sp^5$ the open-pair coefficients of $(\hbar^2/M)J^2$, and of $G^1$, are $-1$ for $^3P$ and $-\frac13$ for $^1P$, so that

$$E(^3P)=E^{\rm av}-\tfrac16\tfrac{\hbar^2}MJ^2,\qquad E(^1P)=E^{\rm av}+\tfrac12\tfrac{\hbar^2}MJ^2 .\tag{15}$$

Hydrogenic functions, with $\zeta=Z/a_0$, give $J(2p,1s)=-0.483850\,\zeta$ and $J(np,ns)=0$.

## Worked example: selenium

The configuration is $1s^22s^22p^63s^23p^63d^{10}4s^24p^4$. The nuclear mass is a chosen input, $M=80$ u $=1.328431\times10^{-25}$ kg, roughly that of a selenium nucleus. With $\hbar=1.054572\times10^{-34}$ J s,

$$\frac{\hbar^2}M=8.371692\times10^{-44}\ {\rm J\,m^2},\qquad\frac mM=6.857249\times10^{-6}.$$

Energies are also given as frequencies, with $h=6.626070\times10^{-34}$ J s; $a_0=5.291772\times10^{-11}$ m.

The radial functions were computed by spin-restricted Hartree–Fock with a spherical density, each $4p$ orbital carrying the occupation $4/3$. The chosen basis was an even-tempered set of 17 $s$, 13 $p$ and 8 $d$ Gaussians with ratio 2.5 and smallest exponents 0.06, 0.04 and 0.25 in units of $a_0^{-2}$. The energy is $-1.046128\times10^{-14}$ J and $\langle T\rangle=1.046030\times10^{-14}$ J. The ratio $-E/\langle T\rangle=1.00009$ would be 1 in a complete basis; it tests only the overall scale of the orbitals and is no measure of the accuracy of the integrals $J$. The digits given below serve to follow the arithmetic and to compare the two evaluations; the model itself (finite basis, nonrelativistic, no correlation) is far less accurate. A basis of 29 $s$, 22 $p$ and 15 $d$ functions with ratio 2 moves individual $J$ by a few parts in $10^4$, the total $E_{\rm SMS}/h$ from $-28728$ to $-28736$ GHz and its ratio to the normal term from $-0.26538$ to $-0.26542$. The fractional occupation contains a self-interaction of the $4p$ shell; orbitals optimized for the configuration-average energy change $J(4p,1s)$ by 4 %, and $J(4p,3s)$ and $G^1(4s,4p)$ by 3 %. The fractional-occupation scheme serves only to supply one orthonormal set of radial functions, each taken positive in its innermost lobe. The integrals (3) were evaluated on a logarithmic radial grid.

There is one open shell, so (5) applies to all three terms of $4p^4$. The coefficients are $6\cdot2/6=2$ for a closed $p$ with an $s$ shell, $4\cdot2/6=4/3$ for $4p$ with an $s$ shell, $10\cdot6/15=4$ for $3d$ with a closed $p$ shell, and $10\cdot4/15=8/3$ for $3d$ with $4p$. For the largest pair,

$$E(2p,1s)=-2\times8.371692\times10^{-44}\times(2.66608\times10^{11})^2\ {\rm J}=-1.19012\times10^{-20}\ {\rm J},$$

and division by $h$ gives $-1.79612\times10^4$ GHz. For the valence pair, $(\hbar^2/M)J(4p,4s)^2=8.371692\times10^{-44}\times(1.35718\times10^{10})^2\ {\rm J}=1.5420\times10^{-23}$ J, or 23.2720 GHz, and $-\frac43$ of it is $-31.0293$ GHz.

| pair | $J$ / $10^{10}$ m$^{-1}$ | coefficient | $E/h$ / GHz |
|---|---|---|---|
| $2p,1s$ | $-26.6608$ | 2 | $-17961.2$ |
| $2p,2s$ | $+2.01779$ | 2 | $-102.882$ |
| $2p,3s$ | $+3.23315$ | 2 | $-264.143$ |
| $2p,4s$ | $+0.890019$ | 2 | $-20.0164$ |
| $3p,1s$ | $-9.18915$ | 2 | $-2133.72$ |
| $3p,2s$ | $-7.06876$ | 2 | $-1262.62$ |
| $3p,3s$ | $+2.28415$ | 2 | $-131.837$ |
| $3p,4s$ | $+1.54883$ | 2 | $-60.6168$ |
| $4p,1s$ | $-2.10385$ | 4/3 | $-74.5631$ |
| $4p,2s$ | $-1.60685$ | 4/3 | $-43.4956$ |
| $4p,3s$ | $-0.993777$ | 4/3 | $-16.6369$ |
| $4p,4s$ | $+1.35718$ | 4/3 | $-31.0293$ |
| $3d,2p$ | $-10.7138$ | 4 | $-5801.02$ |
| $3d,3p$ | $+3.97092$ | 4 | $-796.893$ |
| $3d,4p$ | $+0.907807$ | 8/3 | $-27.7660$ |

The last column adds up to $-2.87284\times10^4$ GHz, that is $E_{\rm SMS}=-1.90356\times10^{-20}$ J. An independent evaluation used no radial reduction and no angular coefficients: for a $^3P$ determinant with 18 spin-up and 16 spin-down real orbitals, $-M^{-1}\sum_{a<b}\delta_{s_as_b}|\langle a|\mathbf p|b\rangle|^2$ was formed from analytic three-dimensional Gaussian gradient integrals. It gave $-1.90356\times10^{-20}$ J as well. The normal term is $(m/M)\langle T\rangle=6.857249\times10^{-6}\times1.046030\times10^{-14}\ {\rm J}=7.17289\times10^{-20}$ J, and the ratio of the two is $-0.26538$. Exchange cancels about a quarter of the normal term, well inside the bound $-1$.

The table can be compared with the hydrogenic results. The pair $(2p,1s)$ has $Ja_0=-14.10830$; divided by the hydrogenic $-0.483850$ this corresponds to an effective charge near 29, below the nuclear charge 34. The pair $(2p,2s)$, which would vanish for hydrogenic functions, has only $Ja_0=+1.06777$. For $n=2$ and $n=3$, $|J(np,ns)|$ is smaller than $|J(np,(n{-}1)s)|$; in the valence shell the order is reversed, and $|J(4p,4s)|$ is larger than $|J(4p,3s)|$. The largest single integral of the $4p$ orbital is nevertheless the one with $1s$. For a hydrogenic $1s$ function, $(d/dr-1/r)P_{1s}=-\zeta P_{1s}$ gives $J(4p,1s)=-\zeta\int P_{4p}P_{1s}\,dr$, so the radial overlap of the inner part of $4p$ with $1s$ enters multiplied by $\zeta$.

For term dependence take $4s4p^5$ with the same, frozen, radial functions. Radial quadrature gives $G^1(4s,4p)=1.19050\times10^{-18}$ J, or $1.79669\times10^6$ GHz. The coefficients $-1$ and $-\frac13$ make the splitting $^1P-{}^3P$ equal to $\frac23G^1=7.93666\times10^{-19}$ J in the Coulomb energy and $\frac23\times1.54202\times10^{-23}\ {\rm J}=1.02801\times10^{-23}$ J, or about 15.515 GHz, in the mass shift. The ratio of the two is $(\hbar^2/M)J^2/G^1=1.29527\times10^{-5}$. For $sp^5$ the proportion is exact in this model because $G^1$ is the only exchange integral of an $s$–$p$ pair.

The shift of the excitation $4s^24p^4\to4s4p^5$ can be read from the table, since each entry is proportional to $w_aw_b$. Three groups change.

- Removing one of two $4s$ electrons halves the pairs $(2p,4s)$ and $(3p,4s)$: $+\frac12(20.0164+60.6168)=+40.3166$ GHz.
- Adding a fifth $4p$ electron raises the pairs of $4p$ with $1s,2s,3s,3d$ by a quarter: $-\frac14(74.5631+43.4956+16.6369+27.7660)=-40.6154$ GHz.
- The pair $(4p,4s)$ goes from $-\frac43$ to $-\frac56$: $+\frac12\times23.2720=+11.6360$ GHz.

The sum is $+11.337$ GHz for the configuration average, in agreement with the directly computed 11.3371 GHz. By (15) the $^3P$ term lies at $11.337-23.272/6=7.458$ GHz and the $^1P$ term at $11.337+23.272/2=22.973$ GHz; the $^3P$ value was confirmed by the three-dimensional determinant evaluation.

The first two groups cancel almost completely, $+40.3$ against $-40.6$ GHz. No rule requires this; it is a property of these orbitals, and with orbitals optimized for the configuration-average energy the two groups are $+39.8$ and $-43.6$ GHz, the sum of all three is 7.6 GHz and the $^1P-{}^3P$ splitting 15.3 GHz. It leaves a shift of 11 GHz as the difference of two totals near $2.87\times10^4$ GHz, so a relative change of one part in a thousand in the core contributions, when the orbitals relax after the excitation, would exceed the whole result. Indeed, separately optimized orbitals for $4s4p^5$ reverse the sign and give about $-10$ GHz for the configuration average. The excitation shifts are therefore illustrations of the algebra and not predictions. The splitting between $^1P$ and $^3P$ does not involve this cancellation, but it still assumes equal radial functions for both terms and no correlation.

## Conditions of validity

Statement (A) is an identity for any functions of the form $r^{-1}P(r)Y_{lm}$ for which the boundary term $[P_aP_b]$ vanishes. One bound orbital is enough for that at infinity; between two continuum functions the integrals do not converge in the ordinary sense and the relation $V(b,a)=-V(a,b)$ needs separate care.

Statement (B) needs one orthonormal set of orbitals for bra and ket. If different terms or configurations are given separately optimized orbitals, the diagonal formulas hold for each with its own $J$, and terms of a single open shell then differ; off-diagonal elements acquire overlap factors. With spin-dependent radial functions, (14) holds with $J$ evaluated for the spin of the pair, while (5) and the closed-shell argument do not. For orbitals that are not of central-field form there is no $l$: the exchange term keeps the form $-M^{-1}\sum|\langle a|\mathbf p|b\rangle|^2$, and the direct term vanishes if $\langle a|\mathbf p|a\rangle=0$, as for real orbitals, but not in general. The operator (1) itself was derived for a single nucleus.

First-order perturbation theory in $1/M$ requires the exact wave function of the atom with a fixed nucleus. A single configuration misses correlation terms that are linear in the mixing coefficients and, for the double step $s^2\to p^2$, opposite in sign to exchange, as well as quadratic terms that contain the large core integrals and can outweigh the linear ones. Terms of order $(m/M)^2$ are neglected, which is safe when $m/M$ is as small as in the example and less so for the lightest atoms. Finally, (1) is the nonrelativistic recoil operator. The relativistic one has additional terms of relative order $(Z\alpha)^2$, with $\alpha$ the fine-structure constant, and the orbitals split according to $j$. None of these corrections is included in the numbers given above.

## Values computed for the example and the checks

```
gradient formula, max deviation over l<=3: 3.4e-14 (1/a0)
average coefficient l=1,0: enumerated 0.16666667, formula 0.16666667
average coefficient l=2,1: enumerated 0.06666667, formula 0.06666667
average coefficient l=3,2: enumerated 0.04285714, formula 0.04285714
hydrogen J(2p,1s) = -0.483850 /a0 = -9.143437e+09 1/m
s p^5 SMS eigenvalues / J^2: 3P -1.000000, 1P -0.333333, mean -0.833333
s2p4-p6 coupling norm 0.577350, SMS/Coulomb coefficient ratio -1.000000
hbar = 1.054572e-34 J s, h = 6.626070e-34 J s, m_e = 9.109384e-31 kg
a0 = 5.291772e-11 m, E_h = 4.359745e-18 J
chosen M = 80 u = 1.328431e-25 kg, m_e/M = 6.857249e-06, hbar^2/M = 8.371692e-44 J m^2
basis 17s13p8d, ratio 2.5, smallest exponents s,p,d = 2.1426e+19, 1.4284e+19, 8.9277e+19 1/m^2 (0.06, 0.04, 0.25 /a0^2)
SCF energy = -1.046128e-14 J, kinetic <T> = 1.046030e-14 J, -E/T = 1.00009
pair    J (1/m)      J*a0      w_a w_b coeff   E_SMS (J)     E/h (GHz)
2p,1s -2.66608e+11  -14.10830   2.00000 -1.19012e-20 -1.79612e+04
2p,2s +2.01779e+10   +1.06777   2.00000 -6.81703e-23 -1.02882e+02
2p,3s +3.23315e+10   +1.71091   2.00000 -1.75023e-22 -2.64143e+02
2p,4s +8.90019e+09   +0.47098   2.00000 -1.32630e-23 -2.00164e+01
3p,1s -9.18915e+10   -4.86269   2.00000 -1.41382e-21 -2.13372e+03
3p,2s -7.06876e+10   -3.74063   2.00000 -8.36622e-22 -1.26262e+03
3p,3s +2.28415e+10   +1.20872   2.00000 -8.73560e-23 -1.31837e+02
3p,4s +1.54883e+10   +0.81960   2.00000 -4.01651e-23 -6.06168e+01
4p,1s -2.10385e+10   -1.11331   1.33333 -4.94060e-23 -7.45631e+01
4p,2s -1.60685e+10   -0.85031   1.33333 -2.88205e-23 -4.34956e+01
4p,3s -9.93777e+09   -0.52588   1.33333 -1.10238e-23 -1.66369e+01
4p,4s +1.35718e+10   +0.71819   1.33333 -2.05602e-23 -3.10293e+01
3d,2p -1.07138e+11   -5.66950   4.00000 -3.84380e-21 -5.80102e+03
3d,3p +3.97092e+10   +2.10132   4.00000 -5.28027e-22 -7.96893e+02
3d,4p +9.07807e+09   +0.48039   2.66667 -1.83979e-23 -2.77660e+01
E_SMS ground, Vinti sum = -1.90356e-20 J = -2.87284e+04 GHz
E_SMS ground, 3D determinant = -1.90356e-20 J = -2.87284e+04 GHz
normal mass term (m/M)<T> = 7.17289e-20 J = 1.08253e+05 GHz
ratio E_SMS / normal term = -0.26538
G1(4s,4p) = 1.19050e-18 J = 1.79669e+06 GHz
(hbar^2/M) J(4p,4s)^2 = 1.54202e-23 J = 2.32720e+01 GHz
ratio (hbar^2/M)J^2 / G1 = 1.29527e-05
4s4p5 Coulomb 1P-3P = (2/3)G1 = 7.93666e-19 J = 1.19779e+06 GHz
4s4p5 SMS 1P-3P = 1.02801e-23 J = 1.55146e+01 GHz
E_SMS 4s4p5 average (frozen) = -1.90281e-20 J = -2.87171e+04 GHz
SMS 4s4p5 average - ground = 7.51207e-24 J = 1.13371e+01 GHz
SMS 4s4p5 3P - ground = 4.94204e-24 J = 7.45848e+00 GHz
SMS 4s4p5 1P - ground = 1.52222e-23 J = 2.29731e+01 GHz
```
